Why slow plastic flow alone leaves voids in a bond line

Q: I press two gold-coated chips together while they are hot. The metal yields and the voids at the interface shrink, but some remain. If the metal is already flowing, why does it not go on flowing until every void is gone?

A: Take one void and give the metal the simplest plastic behaviour. The void is a sphere of radius a, empty, at the centre of a metal sphere of radius b. A pressure P acts on the outside. The metal is incompressible, rigid below yield, and has a fixed yield stress Y, whatever the strain or its rate. The load rises slowly enough for inertia to be negligible, and surface tension is left out for now.

Count tensile stress as positive. Let σ_r be the radial stress and σ_θ the stress in the two directions around the void. Force balance on a thin shell is

dσ_r/dr = 2(σ_θ − σ_r)/r.

The void surface is free, so σ_r(a) = 0, and outside σ_r(b) = −P. Integrating from a to b and changing the sign gives

P = ∫ₐᵇ 2(σ_r − σ_θ) dr/r.

With two equal hoop stresses, yield limits the difference: |σ_r − σ_θ| ≤ Y. The largest pressure the shell can carry at rest is therefore

P_c = ∫ₐᵇ 2Y dr/r = 2Y ln(b/a).

Q: That is the most it can carry. Does it also have to be reached before the void moves?

A: Yes, in this model. Incompressible radial flow carries the same volume through every spherical surface, so the speed falls as 1/r² but vanishes nowhere. If the void shrinks at all, the whole shell deforms, and deforming metal must be at yield. The difference is then Y at every radius, and P equals P_c. Below P_c the shell stands still.

Write the void fraction as f = a³/b³. Then ln(b/a) = (1/3) ln(1/f), and

P_c = (2Y/3) ln(1/f).

The volume of metal is conserved:

b³ − a³ = L³,

with L constant. As a falls, b approaches L while a goes to zero, so b/a grows without limit, and so does P_c. A finite pressure P stops the void where P_c = P:

f* = exp(−3P/(2Y)).

From f = a³/(a³ + L³) we get a³(1 − f) = fL³, hence

a* = L [f*/(1 − f*)]^(1/3).

A void that starts below f* does not collapse at that pressure.

Q: I would have expected a small void to be easier to close, because less metal has to move.

A: Less volume moves, but the resistance is set by stress. Divide the metal into shells whose outer radius is a fixed multiple of their inner radius. Each such shell resists with the same pressure, 2Y times the logarithm of that multiple. When the void shrinks, more such shells fit between a and b. The outer ones deform very slowly compared with the metal at the void wall, yet a rate-independent metal resists with the full Y however slowly it deforms. That is the cause of the divergence.

Q: Please put numbers in.

A: Take Y = 50 MPa, P = 100 MPa, a starting radius a₀ = 500 nm and a starting void fraction f₀ = 0.20. The outer radius is then b₀ = 855 nm and L = 794 nm. Collapse begins at

(2 × 50/3) ln(1/0.20) = 53.6 MPa,

so the void does start to shrink as the load rises. It stops at

f* = exp(−3 × 100/(2 × 50)) = exp(−3) = 0.050,

a* = 794 × (0.0498/0.9502)^(1/3) = 297 nm.

About 21% of the void volume is left. To reach 100 nm by plasticity alone would take 207 MPa, 10 nm would take 437 MPa, and 1 nm would take 668 MPa. Once the void is small, b hardly changes, and each halving of a adds 2Y ln 2 = 69 MPa.

The divergence is thus slow. Near atomic size the continuum picture ends, so the infinite pressure belongs to the continuum model. What plasticity alone gives is the exponential law for f*: at fixed Y, doubling P squares the remaining void fraction but does not make it zero.

Q: Does an infinite pressure mean that closing the void takes infinite work?

A: No. Because the metal is incompressible, the outer volume shrinks by as much as the void does. The plastic work to full closure is

W = ∫₀^(a₀) P_c 4πa² da.

Put x = a³, so 4πa² da = (4π/3) dx, and use P_c = (2Y/3) ln[(x + L³)/x]:

W = (8πY/9) ∫₀^(x₀) [ln(x + L³) − ln x] dx.

The integral of ln z is z ln z − z. The linear terms cancel between the two logarithms, leaving

W = (8πY/9) [(x₀ + L³) ln(x₀ + L³) − L³ ln L³ − x₀ ln x₀].

Now x₀ + L³ = b₀³, x₀ = f₀b₀³ and L³ = (1 − f₀)b₀³. The terms in ln b₀³ cancel, and

W = (8πY/9) b₀³ [−f₀ ln f₀ − (1 − f₀) ln(1 − f₀)].

This is finite, 43.7 pJ here. A constant 100 MPa acting through the whole void volume would supply 52.4 pJ, which is more. The obstacle is pressure, not energy.

This is why the load must be slow. Under a sudden load the early surplus of work becomes kinetic energy, which carries the void past the static stopping point. With the numbers above the surplus never runs out: it peaks at the static stop and is still 52.4 − 43.7 = 8.7 pJ at full closure, so in this model a suddenly applied 100 MPa would close the void completely. The inertial time a₀√(ρ/P), with density ρ = 19300 kg/m³, is about 7 ns. A press that builds up its load over milliseconds or longer is far from that regime.

Q: Real metal is also elastic. If the void is small and far from its neighbours, the distant metal never yields. Does that remove the divergence?

A: It lowers the pressure but keeps the logarithm. A metal shell now at radius r started at r₀, with

r₀³ − r³ = a₀³ − a³ = Δ.

Its hoop strain is ln(r/r₀), and incompressibility makes its radial strain −2 ln(r/r₀). The equivalent strain is two thirds of the size of their difference:

ε = 2 ln(r₀/r) = (2/3) ln(1 + Δ/r³).

With Young modulus E, and with elastic volume change still neglected, yield starts at ε = Y/E. For Y much smaller than E the logarithm may be expanded there, and the plastic zone ends at a radius c given by

c³ = 2EΔ/(3Y).

If c < b, the plastic part contributes 2Y ln(c/a). Outside it the stress difference is Eε = 2EΔ/(3r³), which contributes

∫_c^b (4EΔ/3) dr/r⁴ = (4EΔ/9)(1/c³ − 1/b³) = (2Y/3)(1 − c³/b³),

where the last step uses EΔ = 3Yc³/2. Altogether

P = 2Y ln(c/a) + (2Y/3)(1 − c³/b³).

As a goes to zero, Δ tends to a₀³ and c tends to a fixed radius, so ln(c/a) still diverges.

In the example the void is not dilute. With E = 75 GPa the yield strain is 0.00067, while the strain at the outer surface at arrest is 0.115. All the metal is plastic, and the first formula applies. The neglected elastic volume change is also small: P divided by a bulk modulus of 180 GPa is 0.0006.

Q: My press pushes along one axis. It does not squeeze a sphere from all sides.

A: In a thin film held by two wide, stiff chips, the metal cannot spread sideways. Represent this by a cell whose outer surface is compressed along the axis only, at unit strain rate. Consider the instant when the void is still a sphere.

A lower limit follows from the principle of maximum plastic work: for a given flow, the actual stress does at least as much work as any other stress field that balances and nowhere exceeds yield. Take as the other field the hydrostatic solution at P_c. The volume shrinks at unit rate, so that field does work P_c per unit volume and time. The axial pressure P_ax does work P_ax. Hence

P_ax ≥ (2Y/3) ln(1/f).

An upper limit comes from the same principle, applied to a trial flow that keeps the metal's volume and matches the motion of the outer surface. In such a flow the actual stress does work P_ax per unit volume and time. This cannot exceed the plastic work of the trial flow, which for the von Mises yield condition is Y times the equivalent strain rate ε̇, averaged over the cell. Add a uniform squash at constant volume to a radial inflow v_r = −b³/(3r²). With u = r³/b³, the inflow has strain rates −1/(3u) in each hoop direction and 2/(3u) radially. The squash has rates 1/3, 1/3 and −2/3, the last along the axis. If θ is the angle from the axis, its component along the radius is

1/3 − cos²θ = −(2/3)P₂, with P₂ = (3cos²θ − 1)/2.

The equivalent rate squared is 2/3 of the sum of squares of all components. The squash gives (2/3)(2/3) = 4/9, and the inflow gives (2/3)(6/(9u²)) = 4/(9u²). For the cross term, write the inflow as −1/(3u) in all three directions plus 1/u along the radius. The equal part drops out because the squash has zero trace, leaving (2/3)(2)(1/u)(−2P₂/3) = −8P₂/(9u). So

ε̇ = (2/3) √(1 + 1/u² − 2P₂/u),

P_ax ≤ Y ∫_f^1 ⟨ε̇⟩ du,

where ⟨ ⟩ is the average over directions. Near a tiny void ε̇ ≈ 2/(3u) − 2P₂/3, and P₂ averages to zero. The upper limit therefore has the same logarithm plus a bounded term. For a void that is still a sphere, the two limits at 100 MPa place the stopping fraction between 0.050 and 0.060. Axial loading also changes the void's shape on the way there, so this range is an estimate, not a strict bound. A void that is far from round needs its own calculation, and metal free to spread sideways is outside this argument.

Q: Surface tension pulls a small void shut, and its pressure grows as 1/a. Should that not beat a logarithm?

A: It does, if Y stays constant. A surface energy γ puts the metal at the void wall under a radial tension 2γ/a, so σ_r(a) = 2γ/a. The same integration gives the condition for shrinking:

P + 2γ/a ≥ 2Y ln(b/a).

The applied pressure must therefore overcome

R(a) = (2Y/3) ln(1 + L³/a³) − 2γ/a.

Its slope is

dR/da = −2YL³/[a(a³ + L³)] + 2γ/a².

For a much smaller than L this vanishes at a = γ/Y. The slope is positive just below that radius and negative just above it, so this is a peak. Its height is the pressure needed for full closure:

P_full = 2Y [ln(LY/γ) − 1].

With γ = 1.5 J/m², γ/Y is 30 nm, and

P_full = 100 × [ln(794/30) − 1] = 228 MPa.

At 100 MPa our void still stops, at 264 nm instead of 297 nm. With f₀ kept at 0.20, voids that start below about 140 nm would close completely at 100 MPa. So the claim that plasticity cannot finish the job holds for plasticity alone. With surface tension added, it depends on size and pressure.

Q: Is Y really constant around a 30 nm void?

A: That is the weak point of the rescue. Small volumes of metal can be stronger, because dislocations must bend or form in little space. As an assumed estimate, let the yield stress be Y + αGβ/r, where G is the shear modulus, β the Burgers length and α a number below one. The added resistance is

∫ₐᵇ 2αGβ dr/r² = 2αGβ(1/a − 1/b).

It grows as 1/a, like surface tension but with the opposite effect. The two together leave 2(αGβ − γ)/a. With G = 25 GPa and β = 0.29 nm, Gβ = 7.25 J/m², so surface tension loses when α exceeds 1.5/7.25 = 0.21. Below that value it still wins for the smallest voids, but the pressure needed for full closure is higher than with constant Y. Whether a given film lies above or below 0.21 is not settled by this model.

Q: Then what does close the last voids?

A: Creep that continues at any stress, however low, has no stopping point. Suppose the metal creeps at the rate ε̇ = ε̇₀(σ/Y)ⁿ, so Y is now the stress at the reference rate ε̇₀. Let s = −da/dt be the speed of the void wall. The inward speed at r is sa²/r², the equivalent strain rate is 2sa²/r³, and

σ = Y (2sa²/(ε̇₀r³))^(1/n).

Put this in place of Y in the pressure integral:

P = 2Y (2sa²/ε̇₀)^(1/n) ∫ₐᵇ r^(−1−3/n) dr.

The integral is (n/3)(a^(−3/n) − b^(−3/n)). Taking out a^(−3/n) gives

P = (2nY/3) (2s/(aε̇₀))^(1/n) (1 − f^(1/n)).

Solving for the shrink rate,

s/a = (ε̇₀/2) {3P/[2nY(1 − f^(1/n))]}ⁿ.

As f goes to zero this stays positive. The distant shells deform slowly and now resist weakly, so their contributions add up to a finite pressure. For very large n, f^(1/n) ≈ 1 + (ln f)/n, the factor n(1 − f^(1/n)) becomes ln(1/f), and the plastic logarithm returns.

Take n = 5 and ε̇₀ = 0.001 per second as round values. At the plastic stopping point the void still shrinks at 0.0021 per second. For a vanishing void the rate is

0.0005 × (3 × 100/(2 × 5 × 50))⁵ = 0.0005 × 0.6⁵ = 0.000039 per second.

Q: A constant relative rate is an exponential. Does it ever reach zero?

A: Not in finite time without surface tension, though it passes below any chosen size. From 297 nm to 1 nm takes 21.6 hours. With surface tension, P is replaced by P + 2γ/a. For small a the wall speed then varies as a^(1−n), so the remaining time varies as aⁿ and is finite for n ≥ 1. With the other settings unchanged, the same stretch takes 0.60 hours. Creep removes the stopping point, and surface tension makes the ending quick if the metal near a small void is no stronger than elsewhere. A strength that rises as 1/r, as in the size estimate above, offsets the growing pull of surface tension: the last stage is then exponential again, at the relative rate (ε̇₀/2)[γ(1 + 3/n)/(αGβ)]ⁿ. How much this matters depends strongly on α: the stretch from 297 nm to 1 nm takes about 1 hour for α = 0.1 and about 19 hours for α = 0.5.

Q: Could atoms diffusing along the bond plane do the same?

A: Yes. Suppose the void sits on a grain boundary in that plane. Atoms squeezed by a normal pressure p have their chemical potential raised by pΩ, where Ω is the atomic volume, and they move towards the free void. Assume that diffusion along the void surface is fast enough to spread the arriving atoms and keep the void round. For the void considered here this needs surface diffusion much faster than boundary diffusion; if the two were equal, smoothing the shape would take several hours, longer than the shrinkage itself. Let the grains approach at speed w, and let M = δDΩ/(kT), with δ the boundary width and D its diffusivity. The volume crossing a circle of radius r comes from the ring outside it:

2πrM dp/dr = π(b² − r²)w.

Neglect surface tension, so p(a) = 0. Force balance is πb²P = ∫ₐᵇ 2πrp dr. Integrating by parts turns the right side into ∫ₐᵇ π(b² − r²)(dp/dr) dr, and therefore

P = [w/(2Mb²)] ∫ₐᵇ (b² − r²)² dr/r

= [w/(2Mb²)] [b⁴ ln(b/a) − b²(b² − a²) + (b⁴ − a⁴)/4].

With φ = a²/b² this is

P = (wb²/(4M)) [ln(1/φ) − (1 − φ)(3 − φ)/2].

The void loses πa²w by the approach of the grains and π(b² − a²)w by arriving atoms, in total πb²w:

−dV/dt = 4πMP/[ln(1/φ) − (1 − φ)(3 − φ)/2].

For T = 573 K, δ = 0.5 nm, Ω = 0.017 nm³ and an assumed D of 10⁻¹⁰ cm²/s, the stopped void's volume divided by this rate is 1.7 hours. The rate falls as the void shrinks, so full closure at fixed b takes about 3 hours. These are orders of magnitude only, since they scale inversely with D.

Q: How close is all this to my bonder?

A: The values are round and rough, meant for gold-to-gold thermocompression bonding near 300 °C. The pressure is the local one in the metal, which can differ from force divided by chip area. The fraction 0.20 describes the metal close to the bond plane, not the whole film. Real interface voids often start as flat gaps between surface asperities and are about as large as the grains, so the round void in uniform metal shows one mechanism; it does not establish why voids remain in a given bond.

Rate independence is a decisive assumption: with the assumed creep and diffusion rates, an empty void goes on shrinking past its plastic stopping point, over minutes to hours. Among the static corrections, each taken alone, linear hardening with a modulus of 50 MPa moves the stopping radius from 297 to 373 nm, and size-dependent yield with α = 0.5 moves it to 339 nm. Gas sealed in at 0.1 MPa reaches only 0.48 MPa at 297 nm. But if it can neither escape nor dissolve, its pressure grows as 1/a³, faster than surface tension, and it prevents complete closure even with creep: here it balances P + 2γ/a at about 42 nm.

Q: So should I press harder or hold longer?

A: Within this model, more pressure lowers the plastic stopping fraction exponentially, and it also speeds up creep and diffusion. For an empty void already at its plastic limit, holding the load hot lets creep and diffusion continue where plasticity has stopped. How long to hold depends on the creep and diffusion rates of your own film, which should be measured. The numerical output below lists the values used here.

Numbers as computed

```
yield stress Y: 50 MPa; applied pressure P: 100 MPa
initial void radius: 500 nm; porosity: 0.20
initial outer radius: 855.0 nm; solid length L: 793.7 nm
pressure to start collapse: 53.6 MPa
arrested porosity: 0.0498
arrested void radius: 297.0 nm; outer: 807.3 nm
void volume left / initial: 0.210
plastic pressure needed at a = 100 nm: 207 MPa
plastic pressure needed at a = 30 nm: 328 MPa
plastic pressure needed at a = 10 nm: 437 MPa
plastic pressure needed at a = 1 nm: 668 MPa
added pressure per halving of a small void: 69.3 MPa
plastic work to full closure: 43.7 pJ
work of constant P over initial void: 52.4 pJ
inertial time a0 sqrt(density/P): 6.9 ns
density used: 19300 kg/m^3
confined film, porosity bracket: 0.0498 to 0.0600
Young modulus: 75 GPa; bulk modulus: 180 GPa
outer strain at arrest: 0.1147; yield: 6.67e-04
elastic volume strain P/K: 5.6e-04
surface energy: 1.5 J/m^2
gamma/Y: 30 nm; barrier peak: 30.00 nm
capillary pressure at arrest: 10.1 MPa
arrest radius with surface tension: 263.7 nm
closure pressure with surface tension: 227.6 MPa
same, small-porosity formula: 227.6 MPa
largest start radius closed at P, same f0: 139.5 nm
shear modulus: 25 GPa; Burgers: 0.29 nm
G times Burgers length: 7.25 J/m^2
size factor alpha that cancels capillarity: 0.207
arrest radius, alpha = 0.5, no gamma: 339.1 nm
arrest radius, hardening 50 MPa: 373.3 nm
trapped gas: 0.1 MPa at start, 0.48 MPa at arrest
creep exponent: 5; strain rate at Y: 1e-03 1/s
creep shrink rate at plastic arrest: 2.08e-03 1/s
creep shrink rate as f goes to 0: 3.89e-05 1/s
creep, arrest to 1 nm, no gamma: 21.6 h
creep, arrest to 1 nm, with gamma: 0.60 h
temperature: 573 K; boundary width: 0.5 nm
boundary diffusivity: 1e-10 cm^2/s
atomic volume: 0.017 nm^3
boundary-diffusion time V/Vdot: 1.7 h
```
